# Second-order energy shifts of a boxed particle in a uniform field: a program that tests the result

```python
# Result under test: for H = -(1/2) d2/dx2 + F*y, y = x - L/2, hard walls at
# x = 0 and x = L (Hartree atomic units, mass 1), level n = 1, 2, ... has the
# second-order shift  F^2 L^4/(24 n^2 pi^2) * (1 - 15/(n pi)^2),
# which is negative for n = 1 and positive for all n >= 2.
# L: box width, F: field strength, k = n pi/L: wave number of level n.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

L, F = 10.0, 0.001
levels = range(1, 7)
hartree_meV = pc["Hartree energy in eV"][0] * 1000
field_SI = pc["atomic unit of electric field"][0]


def sign_factor(n):
    return 1 - 15 / (n * np.pi) ** 2


def shift_formula(n, field=F):
    return field**2 * L**4 / (24 * n**2 * np.pi**2) * sign_factor(n)


def energy0(n):
    return (n * np.pi / L) ** 2 / 2


# Matrix elements of y by Gauss-Legendre quadrature
n_basis = 60
nodes, weights = np.polynomial.legendre.leggauss(200)
x = L * (nodes + 1) / 2
w = weights * L / 2
y = x - L / 2
m_all = np.arange(1, n_basis + 1)
psi = np.sqrt(2 / L) * np.sin(np.outer(m_all, x) * np.pi / L)
Y = (psi * (w * y)) @ psi.T
for m in range(1, 13):
    for n in range(1, 13):
        ref = 0.0
        if (m - n) % 2:
            ref = -8 * L * m * n / (np.pi**2 * (m**2 - n**2) ** 2)
        assert abs(Y[m - 1, n - 1] - ref) < 1e-11

# Sum over states, split into lower and higher partners
E0 = energy0(m_all)
pair = np.zeros((n_basis, n_basis))
for i in range(n_basis):
    for j in range(n_basis):
        if i != j:
            pair[i, j] = F**2 * Y[i, j] ** 2 / (E0[i] - E0[j])
push_up = {n: pair[n - 1, : n - 1].sum() for n in levels}
push_down = {n: pair[n - 1, n:].sum() for n in levels}
for n in levels:
    total = push_up[n] + push_down[n]
    assert abs(total / shift_formula(n) - 1) < 1e-8
    assert (total < 0) == (n == 1)

# Neighbours: larger element above, yet stronger push from below
for n in range(2, 7):
    assert abs(Y[n - 1, n]) > abs(Y[n - 1, n - 2])
    assert pair[n - 1, n - 2] > -pair[n - 1, n]

# First-order wave function: differential equation and wall conditions
xs, Ls, Fs = sp.symbols("x L F", positive=True)
ns = sp.symbols("n", integer=True, positive=True)
ks = ns * sp.pi / Ls
ys = xs - Ls / 2
psi_s = sp.sqrt(2 / Ls) * sp.sin(ks * xs)
phi_s = Fs * sp.sqrt(2 / Ls) * (
    ys * sp.sin(ks * xs) / (2 * ks**2)
    + (Ls**2 / 4 - ys**2) * sp.cos(ks * xs) / (2 * ks))
residual = sp.diff(phi_s, xs, 2) + ks**2 * phi_s - 2 * Fs * ys * psi_s
assert sp.simplify(sp.expand(residual)) == 0
assert sp.simplify(phi_s.subs(xs, 0)) == 0
assert sp.simplify(phi_s.subs(xs, Ls)) == 0

# Its integrals, its orthogonality and the energy it gives
phi_num = sp.lambdify((xs, ns, Ls, Fs), phi_s, "numpy")
for n in levels:
    k = n * np.pi / L
    s, c = np.sin(k * x), np.cos(k * x)
    int_a = np.sum(w * y**2 * s**2)
    int_b = np.sum(w * y * (L**2 / 4 - y**2) * s * c)
    assert abs(int_a - (L**3 / 24 - L / (4 * k**2))) < 1e-9
    assert abs(int_b + 3 * L / (8 * k**3)) < 1e-9
    phi = phi_num(x, n, L, F)
    assert abs(np.sum(w * phi * psi[n - 1])) < 1e-12
    e2 = np.sum(w * psi[n - 1] * F * y * phi)
    assert abs(e2 / shift_formula(n) - 1) < 1e-8

# Full energies from the Airy-function boundary condition
mp.mp.dps = 30


def full_shift(n, field):
    f = mp.mpf(field)
    width = mp.mpf(L)
    scale = (2 * f) ** (mp.mpf(1) / 3)
    start = (n * mp.pi / width) ** 2 / 2

    def wall(E):
        a = scale * (-width / 2 - E / f)
        b = scale * (width / 2 - E / f)
        return (mp.airyai(a) * mp.airybi(b)
                - mp.airyai(b) * mp.airybi(a))

    root = mp.findroot(wall, (start, start + mp.mpf("1e-6")))
    return float(root - start)


full = {n: full_shift(n, F) for n in levels}
for n in levels:
    # two small fields remove the fourth-order term
    s1, s2 = full_shift(n, F / 4), full_shift(n, F / 8)
    second = (16 * s2 - s1) / 3
    assert abs(second / shift_formula(n, F / 4) - 1) < 1e-6
    assert (full[n] < 0) == (n == 1)


# Mean displacement from a finite-difference solution
def mean_y(field, count=4, points=1999):
    h = L / (points + 1)
    yg = h * np.arange(1, points + 1) - L / 2
    diag = 1 / h**2 + field * yg
    off = np.full(points - 1, -0.5 / h**2)
    vec = eigh_tridiagonal(diag, off, select="i",
                           select_range=(0, count - 1))[1]
    return (vec**2 * yg[:, None]).sum(axis=0)


weak = mean_y(F / 4)
grid_y = mean_y(F)
for n in range(1, 5):
    predicted = 2 * shift_formula(n, F / 4) / (F / 4)
    assert abs(weak[n - 1] / predicted - 1) < 1e-3


# Semiclassical quantization gives the large-n upward shift
def semiclassical_shift(n):
    def condition(E):
        action = quad(lambda q: np.sqrt(2 * (E - F * q)),
                      -L / 2, L / 2, epsabs=1e-13, epsrel=1e-13)[0]
        return action - n * np.pi
    e = energy0(n)
    return brentq(condition, 0.9 * e, 1.1 * e, xtol=1e-15) - e


semi = semiclassical_shift(6)
k6 = 6 * np.pi / L
assert abs(semi / (F**2 * L**2 / (24 * k6**2)) - 1) < 1e-3

# Pair balance: only couplings to levels above N survive in the sum
cumulative = {N: sum(shift_formula(n) for n in range(1, N + 1))
              for N in (1, 2, 3, 6, 2000)}
for N in (1, 2, 3, 6):
    outside = pair[:N, N:].sum()
    assert outside < 0
    assert abs(outside / cumulative[N] - 1) < 1e-7
tail = -F**2 * L**4 / (24 * np.pi**2 * 2000)
assert abs(cumulative[2000] / tail - 1) < 1e-3

micro = 1e6
print(f"box width L = {L:.1f} bohr")
print(f"field F = {F:.4f} a.u. = {F * field_SI:.4e} V/m")
print(f"potential drop F*L = {F * L:.4f} hartree")
for n in levels:
    print(f"n={n}: unperturbed energy = {energy0(n):.6f} hartree")
mixing = F * abs(Y[0, 1]) / (E0[1] - E0[0])
print(f"mixing F|y_12|/(E_2-E_1) = {mixing:.5f}")
for n in levels:
    print(f"n={n}: sign factor 1-15/(n pi)^2 = {sign_factor(n):.5f}")
print("shifts in microhartree: from below, from above, total, full")
for n in levels:
    print(f"n={n}: {push_up[n] * micro:.4f}, {push_down[n] * micro:.4f}, "
          f"{shift_formula(n) * micro:.4f}, {full[n] * micro:.4f}")
print(f"|y_12| = {abs(Y[0, 1]):.5f} bohr")
print(f"|y_23| = {abs(Y[1, 2]):.5f} bohr")
print(f"gap E_2-E_1 = {E0[1] - E0[0]:.6f} hartree")
print(f"gap E_3-E_2 = {E0[2] - E0[1]:.6f} hartree")
print(f"n=2, push from n=1 alone = {pair[1, 0] * micro:.4f} microhartree")
print(f"n=2, push from n=3 alone = {pair[1, 2] * micro:.4f} microhartree")
for n in (1, 2):
    print(f"n={n}: second-order shift = "
          f"{shift_formula(n) * hartree_meV:.4f} meV")
print("mean displacement in bohr: 2*E2/F, grid solution")
for n in range(1, 5):
    print(f"n={n}: {2 * shift_formula(n) / F:.5f}, {grid_y[n - 1]:.5f}")
print(f"n=6 semiclassical shift = {semi * micro:.4f} microhartree")
for N, value in cumulative.items():
    print(f"sum of shifts, n=1..{N} = {value * micro:.5f} microhartree")
print("all good")
```

It prints:

```
box width L = 10.0 bohr
field F = 0.0010 a.u. = 5.1422e+08 V/m
potential drop F*L = 0.0100 hartree
n=1: unperturbed energy = 0.049348 hartree
n=2: unperturbed energy = 0.197392 hartree
n=3: unperturbed energy = 0.444132 hartree
n=4: unperturbed energy = 0.789568 hartree
n=5: unperturbed energy = 1.233701 hartree
n=6: unperturbed energy = 1.776529 hartree
mixing F|y_12|/(E_2-E_1) = 0.01217
n=1: sign factor 1-15/(n pi)^2 = -0.51982
n=2: sign factor 1-15/(n pi)^2 = 0.62005
n=3: sign factor 1-15/(n pi)^2 = 0.83113
n=4: sign factor 1-15/(n pi)^2 = 0.90501
n=5: sign factor 1-15/(n pi)^2 = 0.93921
n=6: sign factor 1-15/(n pi)^2 = 0.95778
shifts in microhartree: from below, from above, total, full
n=1: 0.0000, -21.9452, -21.9452, -21.9435
n=2: 21.9162, -15.3720, 6.5441, 6.5424
n=3: 15.3378, -11.4391, 3.8987, 3.8986
n=4: 11.4354, -9.0474, 2.3879, 2.3879
n=5: 9.0516, -7.4656, 1.5860, 1.5860
n=6: 7.4713, -6.3481, 1.1232, 1.1232
|y_12| = 1.80127 bohr
|y_23| = 1.94537 bohr
gap E_2-E_1 = 0.148044 hartree
gap E_3-E_2 = 0.246740 hartree
n=2, push from n=1 alone = 21.9162 microhartree
n=2, push from n=3 alone = -15.3378 microhartree
n=1: second-order shift = -0.5972 meV
n=2: second-order shift = 0.1781 meV
mean displacement in bohr: 2*E2/F, grid solution
n=1: -0.04389, -0.04388
n=2: 0.01309, 0.01308
n=3: 0.00780, 0.00780
n=4: 0.00478, 0.00478
n=6 semiclassical shift = 1.1727 microhartree
sum of shifts, n=1..1 = -21.94523 microhartree
sum of shifts, n=1..2 = -15.40109 microhartree
sum of shifts, n=1..3 = -11.50242 microhartree
sum of shifts, n=1..6 = -6.40527 microhartree
sum of shifts, n=1..2000 = -0.02110 microhartree
all good
```
